# Negative capacitance stabilized by a series dielectric and destabilized by domains

## Definitions and conventions

A ferroelectric film occupies $0<z<t_f$ and a linear dielectric occupies $t_f<z<t_f+t_d$. Ideal metal electrodes cover the outer faces, and the voltage $V$ between them is fixed. The polarization $P$ points along $z$. There is no free charge at the inner interface, and the film surfaces are free, so $\partial_zP=0$ there. The film has the Landau energy density

$$f=\tfrac a2P^2+\tfrac b4P^4+\tfrac g2|\nabla P|^2,\qquad a<0,\quad b,g>0 .$$

The remaining linear response of the film is a background permittivity, $\varepsilon_z$ along the normal and $\varepsilon_x$ in the plane. The dielectric has permittivity $\varepsilon_d$. In atomic units $\varepsilon_0=1/4\pi$. I keep $\varepsilon_0$ visible, so that $\varepsilon_0|a|$ is the same pure number in every unit system. This is a static mean-field model.

Capacitances are per area:

$$C_b=\varepsilon_0\varepsilon_z/t_f,\qquad C_d=\varepsilon_0\varepsilon_d/t_d .$$

## Uniform states

For uniform $P$ and normal displacement $D$, the film field is $E=(D-P)/(\varepsilon_0\varepsilon_z)$. Adding the field energies of both layers and subtracting the work of the voltage source gives, per area,

$$U=t_ff(P)+\frac{(D-P)^2}{2C_b}+\frac{D^2}{2C_d}-VD .$$

Setting $\partial U/\partial D=0$ gives the sum of the two voltage drops, $(D-P)/C_b+D/C_d=V$, hence

$$D=\frac{C_d(C_bV+P)}{C_b+C_d}.$$

Setting $\partial U/\partial P=0$ gives the film's equation of state, $E=aP+bP^3$.

Now insert $D$ into $U$. The terms containing $D$ reach the minimum $-\tfrac12(V+P/C_b)^2C_bC_d/(C_b+C_d)$. Together with $P^2/2C_b$, the coefficient of $P^2$ becomes

$$\frac1{2C_b}-\frac{C_d}{2C_b(C_b+C_d)}=\frac1{2(C_b+C_d)} .$$

Up to a term independent of $P$,

$$\frac U{t_f}=\frac{a+N_0}2P^2+\frac b4P^4-\frac{rV}{t_f}P,\qquad r=\frac{C_d}{C_b+C_d},$$

$$N_0=\frac1{t_f(C_b+C_d)}=\frac1{\varepsilon_0(\varepsilon_z+\varepsilon_dt_f/t_d)} .$$

$N_0$ is the stiffness added by the depolarizing field. If $|a|<N_0$, the second derivative $a+N_0+3bP^2$ is positive for all $P$. There is then one uniform minimum at each voltage, and it is $P=0$ at $V=0$. If $|a|>N_0$, the state $P=0$ is unstable.

The film's own capacitance at $P=0$ follows from $D=P+\varepsilon_0\varepsilon_zE$ and $dE/dP=a$:

$$C_f=\frac1{t_f}\frac{dD}{dE}=C_b-\frac1{|a|t_f}.$$

The condition $|a|<N_0$ reads $1/(|a|t_f)>C_b+C_d$, which is $-C_f>C_d$. The film capacitance is therefore negative and larger in magnitude than that of the dielectric. The stack has

$$C=\frac{C_dC_f}{C_d+C_f}=C_d\,\frac{|C_f|}{|C_f|-C_d}>C_d .$$

Solving $|a|=N_0$ for the dielectric thickness, with $\varepsilon_0|a|\varepsilon_z<1$, gives the smallest stabilizing value

$$t_d^*=\frac{\varepsilon_dt_f}{1/(\varepsilon_0|a|)-\varepsilon_z}.$$

## Numbers for the uniform state

The parameters are round values in the rough regime of a hafnia-zirconia film on alumina: $t_f=10$ nm, $t_d=4$ nm, $\varepsilon_z=\varepsilon_x=20$, $\varepsilon_d=9$, spontaneous polarization $P_s=\sqrt{|a|/b}=20$ uC/cm2, and intrinsic coercive field $E_c=1.5$ MV/cm. The curve $E=aP+bP^3$ turns at $P=P_s/\sqrt3$, where $|E|=2|a|P_s/(3\sqrt3)$. Thus $|a|=3\sqrt3E_c/(2P_s)$ and $\varepsilon_0|a|=0.01725$.

The threshold is $\varepsilon_0N_0=1/(20+22.5)=0.0235$, so the uniform criterion is met. Since $1/0.01725=58.0$, the critical thickness is $t_d^*=90/(58.0-20)=2.37$ nm, well below the 4 nm used. With $C_d=1.99$ and $C_f=-3.36$ uF/cm2, the stack has $C=1.99\times3.36/(3.36-1.99)\approx4.9$ uF/cm2, or $2.46\,C_d$. By this criterion the design looks safe.

## The depolarization energy of a stripe

Perturb $P=0$ by $\delta P=p\cos kx$, uniform in depth. Write the potential as $\phi(z)\cos kx$, with $\phi=0$ at both electrodes and $\phi(t_f)=\Phi$. Inside the film $\partial_z\delta P=0$, so $\varepsilon_z\phi''=\varepsilon_xk^2\phi$. With $q=k\sqrt{\varepsilon_x/\varepsilon_z}$,

$$\phi=\Phi\frac{\sinh qz}{\sinh qt_f}\ \text{(film)},\qquad \phi=\Phi\frac{\sinh k(t_f+t_d-z)}{\sinh kt_d}\ \text{(dielectric)}.$$

Continuity of the normal displacement at $t_f$ requires

$$p-\varepsilon_0\varepsilon_zq\,\Phi\coth qt_f=\varepsilon_0\varepsilon_dk\,\Phi\coth kt_d .$$

Therefore $p=\varepsilon_0S(k)\Phi$ with

$$S(k)=\sqrt{\varepsilon_x\varepsilon_z}\,k\coth qt_f+\varepsilon_dk\coth kt_d .$$

The displacement is free of divergence and the perturbing potential vanishes on the electrodes, so the integral of $\mathbf D\cdot\mathbf E$ is zero. The field energy is then $-\tfrac12\int\delta P\,E_z$. Here $E_z=-\phi'\cos kx$ and $\cos^2kx$ averages to $\tfrac12$, which gives $p\Phi/4$ per area. Dividing by $t_f$ and adding the Landau terms, the energy per film volume is

$$u_2=\tfrac14A(k)p^2,\qquad A(k)=a+gk^2+N(k),\qquad N(k)=\frac1{\varepsilon_0t_fS(k)} .$$

As $k\to0$, $N(k)\to N_0$. For larger $k$ the positive and negative bound charges of neighbouring stripes lie close together, their fields cancel away from the interface, and $N$ falls. The dielectric thus penalizes a uniform polarization more than a striped one.

## When domains win

Let $\Lambda_u=\min_k[gk^2+N(k)]$. If $|a|>\Lambda_u$, some stripe lowers the energy and $P=0$ is a saddle point. The uniform state is therefore apparently safe but unstable when

$$\Lambda_u<|a|<N_0 .$$

To see when this window exists, use $y\coth y=1+2\sum_{n\ge1}y^2/(y^2+n^2\pi^2)$. Each term is increasing and concave in $y^2$, so $S$ is increasing and concave in $k^2$. The reciprocal of a positive concave function is convex, so $gk^2+N$ is convex in $k^2$. Its minimum lies at $k=0$ unless its initial slope is negative. From $y\coth y\simeq1+y^2/3$,

$$S\simeq S(0)+\tfrac{k^2}3(\varepsilon_xt_f+\varepsilon_dt_d),\qquad N\simeq N_0-g_ck^2,$$

$$g_c=\tfrac13\varepsilon_0t_fN_0^2(\varepsilon_xt_f+\varepsilon_dt_d).$$

The window is open for $g<g_c$.

Depth variation does not change this coefficient. At $k=0$, a variation with zero depth average leaves $D$ unchanged and costs at least $a+1/(\varepsilon_0\varepsilon_z)$, which exceeds $a+N_0$. The uniform mode is thus separated by a gap from the others. Its coupling to them starts at order $k^2$, so it lowers the eigenvalue only from order $k^4$.

When the film and dielectric are both thick compared with $1/k$, the hyperbolic cotangents are close to 1 and $N\simeq1/(\varepsilon_0t_f\bar\varepsilon k)$, with $\bar\varepsilon=\sqrt{\varepsilon_x\varepsilon_z}+\varepsilon_d$. Minimizing gives

$$k^3=\frac1{2\varepsilon_0g\,t_f\bar\varepsilon},\qquad \Lambda_u\simeq3gk^2 ,$$

because $N=2gk^2$ at the minimum. Hence $\Lambda_u$ falls as $t_f^{-2/3}$ in this trial family.

For the example I take a gradient length $\sqrt{g/|a|}=0.5$ nm, so $\varepsilon_0g=0.25\times0.01725=0.0043$ nm2. This is about a hundred times below $\varepsilon_0g_c=0.44$ nm2. The thick-layer formula, with $\bar\varepsilon=29$, gives $k=0.74$ nm$^{-1}$ and $\varepsilon_0\Lambda_u=0.0070$. The full kernel gives the same threshold to two digits and a period of 8.6 nm.

Allowing $p$ to depend on $z$ enlarges the set of trial states, so the true linear threshold $\Lambda$ cannot exceed $\Lambda_u$. The depth-resolved eigenvalue problem gives $\varepsilon_0\Lambda=0.0043$ at a period of 9.2 nm. The material value 0.01725 is four times this threshold, although it is below the uniform limit 0.0235.

Linear stability can be restored in several ways. Here are two examples, each with everything else held fixed. The gradient length could be raised to 2.42 nm or more. Alternatively, the stack could be confined in both in-plane directions by side walls that act as mirrors for the field and the polarization. Walls in one direction only would leave stripes along the other direction free to form. A square of width $w$ admits $k=(\pi/w)\sqrt{m^2+n^2}$ with integers $m,n\ge0$, and all nonzero values lie above the unstable band if $w$ is below about 1.59 nm. At that width a continuum theory is doubtful.

## The domain state has lower energy

The averages of $\cos^2$ and $\cos^4$ are $\tfrac12$ and $\tfrac38$. For a single harmonic of finite amplitude,

$$u=\tfrac14Ap^2+\tfrac3{32}bp^4 .$$

For $A<0$, setting $du/dp=0$ gives

$$p^2=-\frac{4A}{3b},\qquad u=-\frac{A^2}{3b}+\frac{A^2}{6b}=-\frac{A^2}{6b}.$$

The best uniform state at $V=0$ has $u=0$, so the stripe lies lower. In the example $\varepsilon_0A=0.0070-0.01725=-0.0102$. Then $p=P_s\sqrt{4\times0.0102/(3\times0.01725)}\approx0.89P_s$, or 17.8 uC/cm2, and $u=-0.029$ eV/nm3. Full relaxation in $x$ and $z$, with the period optimized, lowers this to $-0.042$ eV/nm3 at a period of 9.9 nm.

## What a bias does

A voltage sets a uniform polarization $P_0$ through $(a+N_0)P_0+bP_0^3=rV/t_f$. Expanding the Landau energy about $P_0$ replaces $a$ by $a+3bP_0^2$ in the second variation. The uniform state is linearly unstable for

$$|P_0|<\sqrt{\frac{|a|-\Lambda}{3b}} .$$

Here this limit is $0.50P_s=10$ uC/cm2, reached at 2.26 V. The slope $dE/dP$ there equals $-\Lambda$, still negative. It vanishes at $P_s/\sqrt3=11.5$ uC/cm2, so a narrow range of linearly stable uniform negative capacitance remains. Linear stability does not show that it is the lowest state.

This range is also hard to reach. At the limit the film field is $-P_0(|a|-bP_0^2)$, which gives a film voltage of $-1.46$ V. The dielectric must carry $2.26+1.46=3.72$ V across 4 nm, or 9.3 MV/cm. This is above a rough breakdown field of 8 MV/cm.

## Negative capacitance can survive the domains

Losing the uniform state does not settle the sign of the average film response. Put $P=P_0+p\cos kx$, with $k$ at the minimum of $A$. The quartic term couples the two amplitudes, and the part containing $p$ is $\tfrac14(A+3bP_0^2)p^2+\tfrac3{32}bp^4$. Minimizing over $p$ gives $-(A+3bP_0^2)^2/(6b)$, whose term in $P_0^2$ is $-AP_0^2$. The stiffness of the mean polarization is therefore $a+N_0-2A$.

The average film field follows from the earlier expression for $D$:

$$\bar E=\frac{D-\bar P}{C_bt_f}=\frac{rV}{t_f}-N_0\bar P .$$

The film's own slope is thus the stiffness minus $N_0$. With $A=\Lambda_u-|a|$,

$$\frac{d\bar E}{d\bar P}=a-2A=|a|-2\Lambda_u .$$

At onset this equals $-\Lambda_u$ and joins the uniform value continuously. The formula holds to first order in $|a|-\Lambda_u$. A second harmonic, for example, has amplitude proportional to $P_0p^2$ and changes the stiffness at order $p^4$. For $|a|=1.005\,\Lambda_u$, nonlinear relaxation of the depth-uniform model gives $\varepsilon_0d\bar E/d\bar P=-0.006979$, against $-0.006978$ from the formula. The uniform state would have $-0.00705$.

Far from onset the formula fails. In the example it gives $+0.0032$, whereas the relaxed domain state has $-0.0063$. The opposite limit, that of sharp walls, shows how a negative sign can arise. Let $P=\pm P_s$, with a fraction $s$ of each period polarized up. Then $\bar P=(2s-1)P_s$, and the $n$th harmonic is $P_n=(4P_s/n\pi)\sin n\pi s$. With fixed period and fixed wall energy, the variable energy apart from the mean-field term is

$$\sum_{n\ge1}\tfrac14N(nk)P_n^2=\sum_{n\ge1}\frac{4P_s^2}{n^2\pi^2}N(nk)\sin^2n\pi s .$$

At $s=\tfrac12$ the second derivative of $\sin^2n\pi s$ is $2n^2\pi^2(-1)^n$. Since $d\bar P=2P_s\,ds$, dividing by $4P_s^2$ gives

$$\frac{d\bar E}{d\bar P}=2\sum_{n\ge1}(-1)^nN(nk)<0 .$$

The sign follows because $N$ decreases and the first term is negative. Physically, unequal domains have a smaller alternating stray field, so this part of the energy favours imbalance. With $N\propto1/k$ the sum is $-2N(k)\ln2$. At the relaxed period, $k=2\pi/9.94=0.632$ nm$^{-1}$ and $\varepsilon_0N\simeq1/(10\times29\times0.632)=0.0055$, so the slope is about $-0.0076$. This is about 20% larger in magnitude than the relaxed value. The estimate ignores depth variation and the response inside the domains, so the closeness may be partly accidental.

The relaxed film has an average permittivity $20-1/0.00632\approx-138$. The stack capacitance is $1.19\,C_d$, compared with $2.46\,C_d$ for the uniform state. With walls free to move, domains remove most of the predicted gain but not the negative sign. If the walls are pinned, mainly the response inside the domains remains. Over most of the film the local slope $a+3bP^2$ there is positive, though smaller than $2|a|$, so the film permittivity is positive and the gain is lost.

## Comparison with real stacks

The thicknesses, polarization and permittivities are plausible for hafnia-zirconia on alumina. The intrinsic coercive field and the gradient length are less certain, because measured switching usually proceeds by nucleation and wall motion. Real films are also polycrystalline, and a 0.5 nm length is comparable with a unit cell.

The domain instability itself has a wide margin in this model. Changing the in-plane permittivity to 10 or 40 moves $\varepsilon_0\Lambda$ to 0.0057 or 0.0032. If the value of $a$ used here belongs to 300 K, and $a$ varies linearly with temperature and vanishes near 700 K, a rough choice, then $\varepsilon_0|a|$ is still 0.0129 at 400 K. The energy gain of a film column one half-period square is about 10 eV, far above the thermal energy of 0.026 eV at 300 K. The peak dielectric field in the domain state is 5.6 MV/cm, high but below the rough breakdown value.

The assumption most exposed in a device is the absence of interface charge. A density of $10^{13}$ charges per cm2 supplies 1.6 uC/cm2, 8% of $P_s$. Tunnelling can supply more. For a rough 2.5 eV barrier lowered by the full peak interface potential of 0.78 V, and a mass of 0.3 electron masses, a simple formula gives 0.03 s for the charge $P_s$ to cross. For direct tunnelling with this barrier and mass it is a lower bound, and the time can be hundreds of times longer. It does not bound trap-assisted conduction or leakage through the film, which are not modelled here and can be faster. The potential falls across the dielectric, so it lowers the barrier less towards the electrode, and electrons below the Fermi level meet a higher barrier. The time also depends exponentially on the guessed barrier. Charge that fully compensates $P_s$ removes the depolarizing field and lets the film settle at $P_s$, where $dE/dP=2|a|$. If that charge is then frozen during a small voltage change, the film permittivity is $20+1/0.0345=49$ and the stack capacitance is a fraction $4.9/(4.9+2.25)=0.69$ of $C_d$, with no gain left. The static results above therefore apply to times short compared with leakage and trapping. For the domain state, the times must also be long enough for the walls to move. Walls only a few unit cells wide, here about 1.4 nm away from the inner interface and wider close to it, may be pinned by the lattice or by defects, and a small voltage may then fail to move them. The remaining digits are in the numerical output.

## Table of computed values

```
Film thickness: 10 nm
Dielectric thickness: 4 nm
Film background permittivity, normal: 20
Film background permittivity, in plane: 20
Dielectric permittivity: 9
Spontaneous polarization: 20 uC/cm2
Intrinsic coercive field: 1.5 MV/cm
Gradient length sqrt(g/|a|): 0.5 nm
eps0*|a|: 0.01725
eps0*N(0), uniform threshold: 0.02353
Critical dielectric thickness: 2.371 nm
Dielectric capacitance: 1.992 uF/cm2
Film capacitance, uniform state: -3.361 uF/cm2
Stack capacitance, uniform state: 4.891 uF/cm2
Same, from direct minimization: 4.891 uF/cm2
Stack/dielectric capacitance, uniform: 2.455
eps0*g: 0.004313 nm2
eps0*g_c: 0.4355 nm2
Domain threshold eps0*|a|, depth-uniform: 0.007013
Domain threshold eps0*|a|, depth-resolved: 0.00431
Period of softest stripe, depth-uniform: 8.564 nm
Period of softest stripe, depth-resolved: 9.244 nm
Gradient length needed for stability: 2.418 nm
Largest safe lateral width, mirror walls: 1.589 nm
Unstable uniform polarization up to: 10 uC/cm2
Bias at that polarization: 2.26 V
One-harmonic amplitude: 17.79 uC/cm2
One-harmonic energy density: -0.02856 eV/nm3
Relaxed domain energy density: -0.04238 eV/nm3
Relaxed domain period: 9.94 nm
Largest local polarization: 19.36 uC/cm2
Near onset: eps0*dE/dP, computed: -0.0069789
Near onset: eps0*dE/dP, formula: -0.0069784
Relaxed domains: eps0*dE/dP: -0.006317
Relaxed domains: one-harmonic formula: 0.003226
Relaxed domains: film permittivity: -138.3
Stack/dielectric capacitance, domains: 1.194
Peak dielectric field, domains: 5.621 MV/cm
Rough breakdown field (input): 8 MV/cm
Peak interface potential: 0.7771 V
Tunnel barrier (rough input): 2.5 eV
Tunnel mass (rough input): 0.3 electron masses
Tunnel transmission, lowered barrier: 1.6e-13
Estimated leakage screening time: 0.026 s
Charge of 1e13 traps per cm2: 1.6 uC/cm2
Energy gain per square domain column: 10.5 eV
Thermal energy at 300 K: 0.0259 eV
Temperature where a vanishes (rough input): 700 K
eps0*|a| at 400 K, linear law: 0.01294
Domain threshold, in-plane permittivity 10: 0.005749
Domain threshold, in-plane permittivity 40: 0.003176
```
